# Unmixing two coupled infrared modes from frequencies and oscillator strengths

## Problem

In a polar crystal two lattice modes with amplitudes $Q_a$ and $Q_b$ are coupled bilinearly. The amplitudes are mass-weighted, so the kinetic energy is $\tfrac12(\dot Q_a^2+\dot Q_b^2)$, and the potential energy per cell in a macroscopic field $E$ is

$$V=\tfrac12\omega_a^2Q_a^2+\tfrac12\omega_b^2Q_b^2+gQ_aQ_b-E\,(Z_aQ_a+Z_bQ_b).$$

Here $\omega_a,\omega_b$ are the bare frequencies, $g$ is the coupling and $Z_a,Z_b$ are the bare effective charges in mass-weighted form. All quantities are real, both modes are stable, and no third mode takes part.

An infrared measurement has been fitted with two lines,

$$\varepsilon(\omega)=\varepsilon_\infty+\sum_{i=1,2}\frac{F_i}{\Omega_i^2-\omega^2-i\gamma_i\omega},$$

where $F_i$ is the oscillator strength of line $i$. The fit gives the transverse frequencies $\Omega_1=240$ and $\Omega_2=330\ \mathrm{cm^{-1}}$. It reports the intensities as contributions to the static permittivity, $\Delta\varepsilon_i$, with $\Delta\varepsilon_2/\Delta\varepsilon_1=0.2116$. Frequencies are wavenumbers throughout, so $g$ and $F_i$ are in $\mathrm{cm^{-2}}$.

1. Suppose that mode $a$ carries the whole bare charge, $Z_b=0$, and that the two observed lines share it through mixing. Find the mixing angle, the bare frequencies and the coupling. What do the data say about the sign of $g$?
2. Suppose instead that both bare modes have the same charge, $Z_a=Z_b$. What can be recovered now?

## A tempting solution

Light acts on $Q_a$ alone. If the lower normal mode contains a fraction $\cos^2\theta$ of mode $a$, the upper one contains $\sin^2\theta$, and the intensities should divide in the same way:

$$\tan^2\theta=\frac{\Delta\varepsilon_2}{\Delta\varepsilon_1}=0.2116,\qquad \theta=24.7^\circ .$$

Then $\sin^2\theta=0.2116/1.2116=0.1746$. With $\Omega_1^2=57600$ and $\Omega_2^2=108900\ \mathrm{cm^{-2}}$, whose difference is $51300\ \mathrm{cm^{-2}}$, undoing the rotation gives

$$\omega_a^2=57600+0.1746\times51300,\qquad \omega_b^2=108900-0.1746\times51300,$$

that is, $\omega_a=258.0$ and $\omega_b=316.1\ \mathrm{cm^{-1}}$. The off-diagonal element is $|g|=51300\,|\sin\theta\cos\theta|=1.95\times10^4\ \mathrm{cm^{-2}}$.

## Where it fails

The rotation is undone correctly; the fault is in the first equation. Setting $\omega=0$ in the fitted function shows what a static contribution is:

$$\Delta\varepsilon_i=\frac{F_i}{\Omega_i^2}.$$

It contains the squared charge of the normal mode, which sits in $F_i$, and also the compliance $1/\Omega_i^2$. A soft mode contributes more to the static permittivity than a stiff one of equal charge. Mixing divides the squared charge, so $\tan^2\theta$ must be set equal to $F_2/F_1$.

The wrong answer contradicts its own data. A matrix with $\tan^2\theta=0.2116$ has $F_2/F_1=0.2116$ and therefore predicts

$$\frac{\Delta\varepsilon_2}{\Delta\varepsilon_1}=0.2116\times\frac{57600}{108900}=0.112,$$

about half of the reported ratio.

## Solution, part 1: one charged mode

**Oscillator-strength ratio.** From $F_i=\Omega_i^2\Delta\varepsilon_i$,

$$r\equiv\frac{F_2}{F_1}=\frac{\Delta\varepsilon_2}{\Delta\varepsilon_1}\,\frac{\Omega_2^2}{\Omega_1^2}=0.2116\times\frac{108900}{57600}=0.40 .$$

The same $F$ can be read from an absorption area. For one line,

$$\int_0^\infty\!\omega\,\mathrm{Im}\,\varepsilon\,d\omega=F\int_0^\infty\!\frac{\gamma\,d\omega}{(\omega-\Omega^2/\omega)^2+\gamma^2}.$$

Put $u=\omega-\Omega^2/\omega$, which runs from $-\infty$ to $\infty$. Then $\omega=\tfrac12\big(u+\sqrt{u^2+4\Omega^2}\big)$ and $d\omega=\tfrac12\big(1+u/\sqrt{u^2+4\Omega^2}\big)du$. The second term is odd in $u$ and integrates to zero, which leaves $\tfrac12F\int\gamma\,du/(u^2+\gamma^2)=\pi F/2$. The area must thus be weighted by $\omega$, and it does not depend on the linewidth.

**Normal modes.** The equations of motion $\ddot Q=-\partial V/\partial Q$ are, for a field at frequency $\omega$ and without damping,

$$(D-\omega^2)\begin{pmatrix}Q_a\\Q_b\end{pmatrix}=E\begin{pmatrix}Z_a\\Z_b\end{pmatrix},\qquad D=\begin{pmatrix}\omega_a^2&g\\g&\omega_b^2\end{pmatrix}.$$

Since $D$ is real and symmetric, its eigenvectors are orthogonal and, up to overall signs, can be written

$$e_1=(\cos\theta,-\sin\theta),\qquad e_2=(\sin\theta,\cos\theta),$$

with eigenvalues $\lambda_1=\Omega_1^2<\lambda_2=\Omega_2^2$. Expand $Q=q_1e_1+q_2e_2$ and project on $e_i$. This gives $(\lambda_i-\omega^2)q_i=(Z\cdot e_i)E$, so the induced dipole is

$$Z\cdot Q=\sum_i\frac{(Z\cdot e_i)^2}{\lambda_i-\omega^2}\,E .$$

The charge enters twice, once in the force and once in the dipole. Comparison with $\varepsilon(\omega)$ gives $F_i\propto(Z\cdot e_i)^2$, with the same factor for both lines. For $Z_b=0$,

$$F_1:F_2=\cos^2\theta:\sin^2\theta,\qquad \tan^2\theta=r .$$

**Inversion.** A symmetric matrix is the sum of its eigenvalues times the projectors on its eigenvectors, $D=\lambda_1e_1e_1^T+\lambda_2e_2e_2^T$. Its elements are

$$\omega_a^2=\lambda_1\cos^2\theta+\lambda_2\sin^2\theta,\qquad \omega_b^2=\lambda_1\sin^2\theta+\lambda_2\cos^2\theta,$$
$$g=(\lambda_2-\lambda_1)\sin\theta\cos\theta .$$

Subtracting the first two gives $\omega_b^2-\omega_a^2=(\lambda_2-\lambda_1)\cos2\theta$, and hence the usual relation $\tan2\theta=2g/(\omega_b^2-\omega_a^2)$. With $\cos^2\theta=1/(1+r)$ and $\sin^2\theta=r/(1+r)$ the elements become

$$\boxed{\;\omega_a^2=\frac{\lambda_1+r\lambda_2}{1+r},\quad \omega_b^2=\frac{r\lambda_1+\lambda_2}{1+r},\quad |g|=\frac{\sqrt r\,(\lambda_2-\lambda_1)}{1+r}\;}$$

The first formula is the mean of $\lambda$ weighted by oscillator strength. The variance of $\lambda$ with the same weights is $r(\lambda_2-\lambda_1)^2/(1+r)^2=g^2$. The strength-weighted centre of the fitted line positions thus gives the charged mode, and their spread gives the coupling. These moments must be formed from the fitted $\lambda_i$ and $F_i$, not from the damped curve: there $\omega\,\mathrm{Im}\,\varepsilon$ falls only as $1/\omega^2$, so the mean and variance of $\omega^2$ grow without limit with the cutoff.

**The sign.** Replacing $Q_b$ by $-Q_b$ turns $g$ into $-g$. It changes neither the frequencies nor, because $Z_b=0$, the strengths. The data therefore fix $|g|$ and $|\theta|$ and say nothing about the sign. For part 1 the direction of $Q_b$ is chosen so that $g>0$ and $0<\theta<90^\circ$.

**Numbers.** With $\sqrt r=0.6325$ the angle is $\theta=32.3^\circ$. The lower line holds $1/1.4=71\%$ of the squared charge and the upper line $29\%$. Further,

$$\omega_a^2=\frac{57600+0.40\times108900}{1.40}=72257\ \mathrm{cm^{-2}},\qquad \omega_a=268.8\ \mathrm{cm^{-1}}=33.3\ \mathrm{meV},$$
$$\omega_b^2=\frac{0.40\times57600+108900}{1.40}=94243\ \mathrm{cm^{-2}},\qquad \omega_b=307.0\ \mathrm{cm^{-1}}=38.1\ \mathrm{meV},$$
$$|g|=\frac{0.6325\times51300}{1.40}=2.32\times10^4\ \mathrm{cm^{-2}}=0.085\ \mathrm{eV/(\text{Å}^2\,u)} .$$

The bare frequencies are $38\ \mathrm{cm^{-1}}$ apart and the observed ones $90\ \mathrm{cm^{-1}}$, so more than half of the observed splitting is due to the coupling. Relative to these values the tempting solution has a coupling 16% too small, $\omega_a$ too low by 11 and $\omega_b$ too high by $9\ \mathrm{cm^{-1}}$.

**Limits.** For $r\to0$ the coupling vanishes and the bare frequencies become the observed ones. But $|g|\simeq\sqrt r(\lambda_2-\lambda_1)$ falls slowly: a line with 1% of the strength of its neighbour still implies a coupling of about 10% of $\lambda_2-\lambda_1$. At $r=0$ the second line is invisible and infrared data cannot supply $\Omega_2$. At $r=1$ the bare frequencies coincide and $|g|=\tfrac12(\lambda_2-\lambda_1)$, the largest value for a given splitting. For $r>1$ the charged bare mode is the upper one. If $\lambda_1=\lambda_2$, then $D$ is a multiple of the unit matrix and $\theta$ has no meaning.

**The uncharged mode in the spectrum.** Without damping, the lattice part of $\varepsilon$ vanishes where $F_1/(\lambda_1-\omega^2)+F_2/(\lambda_2-\omega^2)=0$. Multiplying by both denominators and dividing by $F_1$ gives

$$(\lambda_2-\omega^2)+r(\lambda_1-\omega^2)=0,\qquad \omega^2=\frac{\lambda_2+r\lambda_1}{1+r}=\omega_b^2 .$$

The equation of motion of $Q_b$, $(\omega_b^2-\omega^2)Q_b+gQ_a=0$, shows why. At $\omega=\omega_b$ it requires $Q_a=0$: mode $b$ moves so that its pull on $a$ cancels the force of the field, and no dipole results. In the example this happens at $307.0\ \mathrm{cm^{-1}}$.

This zero does not confirm the model. Three data determine three unknowns, and any two lines of positive strength can be inverted. Whether $Z_b=0$ must be known from something beyond these three numbers. The line shape can supply it in principle: if the damping is diagonal in the bare modes and differs between them, a fit of the coupled equations to noise-free complex permittivity fixes $Z_b/Z_a$ and $g$, up to the reversal of $Q_b$ and the labelling of the modes. That assumption about the damping then needs its own support.

**Static response.** The bright mode's static response is $Z_a^2(D^{-1})_{aa}$, or

$$\frac{Z_a^2\omega_b^2}{\omega_a^2\omega_b^2-g^2}=\frac{Z_a^2}{\omega_a^2}\,\frac1{1-\kappa^2},\qquad \kappa=\frac{|g|}{\omega_a\omega_b}=0.281 .$$

At fixed $\omega_a$, $\omega_b$ and $Z_a$ the coupling raises this part of the permittivity by a factor 1.086. If the pair contributes 10.0, it would contribute 9.2 without coupling. Stability requires $\kappa<1$, which holds here because $\det D=\lambda_1\lambda_2>0$.

## Solution, part 2: equal charges

The matrix and its eigenvectors are as before, but now $Z\cdot e_1\propto\cos\theta-\sin\theta$ and $Z\cdot e_2\propto\sin\theta+\cos\theta$. Squaring,

$$r=\frac{1+\sin2\theta}{1-\sin2\theta},\qquad \sin2\theta=\frac{r-1}{r+1}=-\frac{0.60}{1.40}=-0.429 .$$

Since $g=\tfrac12(\lambda_2-\lambda_1)\sin2\theta$, the coupling is $25650\times(-0.429)=-1.10\times10^4\ \mathrm{cm^{-2}}$, with its sign. That sign is relative to the charges: reversing $Q_b$ reverses $g$ and $Z_b$ together. For negative $g$ the two components of $e_1$ have equal signs, so the charges add in the lower mode and make it the stronger line.

What is lost is the sign of $\cos2\theta=\pm\sqrt{1-\sin^22\theta}=\pm2\sqrt r/(1+r)$. The bare squares are

$$\tfrac12(\lambda_1+\lambda_2)\pm\frac{\sqrt r(\lambda_2-\lambda_1)}{1+r}=83250\pm23175\ \mathrm{cm^{-2}},$$

which gives 245.1 and $326.2\ \mathrm{cm^{-1}}$. Which belongs to $a$ stays open, and the angle is $-12.7^\circ$ or $-77.3^\circ$ accordingly. The same three data thus give a coupling less than half as large as in part 1: the result depends strongly on what is assumed about the charges.

## How far the answer to part 1 can be trusted

**Error of the ratio.** From $\ln\tan\theta=\tfrac12\ln r$ and $d\ln\tan\theta=2\,d\theta/\sin2\theta$ follows $d\theta/d\ln r=\tfrac14\sin2\theta$. Differentiating $\ln|g|=\tfrac12\ln r-\ln(1+r)+\text{const}$ gives

$$\frac{d\ln|g|}{d\ln r}=\frac12-\frac r{1+r}=\frac{1-r}{2(1+r)} .$$

At fixed frequencies, a ratio 10% higher raises $\theta$ by $1.2^\circ$ and $|g|$ by 2%, and moves each bare frequency by about $2\ \mathrm{cm^{-1}}$.

**Charge on mode $b$.** A bilinear coupling can arise from a trilinear energy $\eta Q_aQ_bQ_c$ when a third mode condenses to $\bar Q_c$, so that $g=\eta\bar Q_c$. For this energy to be invariant, $Q_bQ_c$ must transform like $Q_a$, and hence like the field component that drives $Q_a$. A term $EQ_bQ_c$ is then allowed too, and it gives mode $b$ a charge of the same order in $\bar Q_c$ as $g$. Write $Z_b/Z_a=\tan\varphi$. Then $Z\cdot e_1\propto\cos(\theta+\varphi)$ and $Z\cdot e_2\propto\sin(\theta+\varphi)$, so the measured ratio gives $|\theta+\varphi|$ in place of $|\theta|$. The direction of $Q_b$ is still chosen so that $g>0$; only the sign of $Z_b/Z_a$ relative to that of $g$ has a meaning. For $Z_b/Z_a=\pm0.10$ the shift is $\varphi=\pm5.7^\circ$. With the positive sign the true values would be $\omega_a=260.5$, $\omega_b=314.0\ \mathrm{cm^{-1}}$ and $g=2.05\times10^4\ \mathrm{cm^{-2}}$; with the negative sign, 277.6, 299.1 and $2.49\times10^4$. Relative to the recovered coupling these are changes of $-11\%$ and $+7\%$. The 10% is only an assumed size: for $Z_b/Z_a=\sqrt r=0.63$ the same data are reproduced by two uncoupled modes with $g=0$.

**Longitudinal peaks.** Peaks of $\mathrm{Im}(-1/\varepsilon)$ must not be inserted for $\Omega_i$. In a longitudinal oscillation the displacement field vanishes, and the lattice polarization produces an opposing field that acts on the charged mode. Its restoring force grows, and $\omega_a^2$ becomes $\omega_a^2+(F_1+F_2)/\varepsilon_\infty$, while $\omega_b$ and $g$ keep their values. With $\varepsilon_\infty=4.5$ and a static contribution of 10.0 from the pair, the longitudinal lines lie at 300.2 and $473.6\ \mathrm{cm^{-1}}$. Inverting them with their own strengths returns $\omega_b=307.0\ \mathrm{cm^{-1}}$ and the same $|g|$, but $469.2\ \mathrm{cm^{-1}}$ in place of $\omega_a$.

**Comparison with hafnia.** The frequencies are round values in the rough range of infrared phonons of polar orthorhombic hafnia, and $\varepsilon_\infty$ and the static contribution are rough as well. The assumption that the real crystal breaks most plainly is that of two modes. Its cell has twelve atoms in three sets of four symmetry-related general positions. Each set supplies three displacement patterns to each of the four symmetry types, so there are nine along the polar axis: one translation and eight optical modes that may all mix. Two further symmetry types, polarized along the other two axes, have eight infrared-active optical modes each and cannot mix with these. The inversion has a meaning only for two lines of the same type; applied to lines of different types, as an unpolarized or polycrystalline spectrum may offer, it returns a coupling where none exists. One further uncharged mode at $420\ \mathrm{cm^{-1}}$, coupled to $a$ half as strongly as $b$ is, would make the two-mode inversion return $\omega_a$ too low by $3\ \mathrm{cm^{-1}}$ and $|g|$ too low by 1%; several modes, or charged ones, could do more. Bare dampings of 30 and $10\ \mathrm{cm^{-1}}$ for $a$ and $b$, with two ordinary lines fitted to the complex permittivity, shift $\omega_a$ by $-0.6$ and $\omega_b$ by $+1.4\ \mathrm{cm^{-1}}$ and $|g|$ by 1%. With the dampings exchanged, $\omega_b$ falls by about $3\ \mathrm{cm^{-1}}$ and $|g|$ by 3%, and a fit to the reflectivity can, depending on the frequency window, move $|g|$ by several percent and $\omega_a$ by several $\mathrm{cm^{-1}}$. Lowering $\Omega_1$ by 2% with $\Omega_2$ and $r$ held fixed raises the recovered $|g|$ by 4%. If instead warming softens a bare mode at constant $g$, then $\Omega_2$ and $r$ move as well and, as long as $Z_b=0$, the inversion returns the same $|g|$; with $Z_b/Z_a=+0.10$ a 4% softening of either bare mode changes the recovered $|g|$ by 2 to 3%. The three data must therefore come from one temperature. Of the effects sized here for correctly read transverse data, the assumed 10% charge on mode $b$ moves the coupling most. The numerical output below lists the values for most of these cases.

## Computed results

```
INPUT (round model values)
lower frequency W1: 240.0 cm^-1
upper frequency W2: 330.0 cm^-1
strength ratio r = F2/F1: 0.40
ONE CHARGED MODE
W1 squared: 57600 cm^-2
W2 squared: 108900 cm^-2
sqrt(r): 0.6325
mixing angle: 32.31 degrees
charged-mode share of lower line: 0.7143
charged-mode share of upper line: 0.2857
wa squared: 72257 cm^-2
wb squared: 94243 cm^-2
bare charged frequency wa: 268.81 cm^-1
bare uncharged frequency wb: 306.99 cm^-1
wa converted: 33.33 meV
wb converted: 38.06 meV
coupling |g|: 23175 cm^-2
|g| converted: 0.0852 eV/(angstrom^2 u)
kappa = |g|/(wa wb): 0.2808
static enhancement by coupling: 1.0856
zero of response from data: 306.99 cm^-1
RATIO RAISED BY 10 PERCENT
change of angle: 1.25 degrees
recovered: wa 270.7, wb 305.3 cm^-1, g 23631 cm^-2
STATIC RATIO MISTAKEN FOR r
static ratio: 0.2116
wrong angle: 24.70 degrees
wrong values: wa 258.0, wb 316.1 cm^-1, g 19476 cm^-2
EQUAL CHARGES ON BOTH MODES
first solution: wa 245.1, wb 326.2 cm^-1, g -10993 cm^-2
second solution: wa 326.2, wb 245.1 cm^-1, g -10993 cm^-2
angles: -12.69 and -77.31 degrees
NEGLECTED EFFECTS
assumed charge of mode b / mode a: 0.10
angle shift from it: 5.71 degrees
true values if charge ratio positive: wa 260.5, wb 314.0 cm^-1, g 20539 cm^-2
true values if charge ratio negative: wa 277.6, wb 299.1 cm^-1, g 24893 cm^-2
bare dampings: 30 (a), 10 (b) cm^-1
fitted lines: 239.5, 331.2 cm^-1, ratio 0.385
recovered from damped fit: wa 268.2, wb 308.4 cm^-1, g 23435 cm^-2
third mode: 420 cm^-1, coupling 11587 cm^-2
its lower two lines: 238.3, 329.2 cm^-1, ratio 0.374
recovered with third mode ignored: wa 266.1, wb 307.1 cm^-1, g 22942 cm^-2
lower line softened 2 percent: wa 265.8, wb 305.9 cm^-1, g 24205 cm^-2
assumed eps_inf 4.5, static part of pair 10.0
static part without coupling: 9.21
longitudinal lines: 300.2, 473.6 cm^-1
recovered from longitudinal data: wa 469.2, wb 307.0 cm^-1, g 23175 cm^-2
```
